# Cusp expansion of hydrogenic s states and the Rassolov-Chipman relation

An electron of mass \(m\) moves around a fixed point nucleus of charge \(Ze\). Relativity is left out, and \(E=0\) denotes an electron at rest far from the nucleus. For an s state the wave function depends on the distance \(r\) alone, and primes denote derivatives with respect to \(r\), taken at \(r=0\) as limits from \(r>0\). Two abbreviations carry all the constants:

\[
\kappa=\frac{Zme^2}{4\pi\varepsilon_0\hbar^2}=\frac{Z}{a_0},\qquad \eta=\frac{mE}{\hbar^2}.
\]

Here \(a_0\) is the Bohr radius. The quantity \(\kappa\) is an inverse length, and \(\eta\) is an inverse length squared that carries the sign of \(E\).

## (a) Which behaviour at the nucleus is allowed?

**Problem.** Write the radial equation for s states, find the possible leading powers of \(r\), and decide which of them the Schrödinger equation admits.

**Solution.** For a function of \(r\) alone, \(\nabla^2\psi=\psi''+2\psi'/r\). The Schrödinger equation is therefore

\[
-\frac{\hbar^2}{2m}\left(\psi''+\frac{2}{r}\psi'\right)-\frac{Ze^2}{4\pi\varepsilon_0 r}\psi=E\psi .
\]

Multiplication by \(-2m/\hbar^2\) and transfer of all terms to the left give

\[
\psi''+\frac{2}{r}\psi'+\frac{2\kappa}{r}\psi+2\eta\psi=0. \tag{1}
\]

Let \(\psi\) begin as \(r^s\). The first two terms give \([s(s-1)+2s]r^{s-2}=s(s+1)r^{s-2}\), while the other two begin at the higher powers \(r^{s-1}\) and \(r^s\). The lowest power must vanish by itself, so \(s=0\) or \(s=-1\).

Normalization does not exclude \(s=-1\), because \(|1/r|^2\,4\pi r^2\) is integrable at the origin. The equation itself does. Suppose that \(\psi\approx A/r\), and integrate the Schrödinger equation over a ball of radius \(\epsilon\). By Gauss's theorem the Laplacian gives the flux of the gradient:

\[
4\pi\epsilon^2\left(-\frac{A}{\epsilon^2}\right)=-4\pi A .
\]

This does not vanish as \(\epsilon\to0\); it expresses \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\). The most singular of the remaining terms, \(2\kappa\psi/r\approx2\kappa A/r^2\), integrates to \(8\pi\kappa A\epsilon\), which does vanish. Nothing can balance the point source, so \(A=0\). The admitted solution starts with a constant.

## (b) The expansion through third order

**Problem.** Insert \(\psi=\sum_{k\ge0}c_kr^k\), find \(c_1\), \(c_2\) and \(c_3\), and determine where the series converges. Compare the result with the form used in atomic units.

**Solution.** The derivative terms combine to

\[
\psi''+\frac2r\psi'=\sum_k[k(k-1)+2k]c_kr^{k-2}=\sum_k k(k+1)c_kr^{k-2}.
\]

In equation (1), the power \(r^{k-2}\) also receives \(2\kappa c_{k-1}\) from the Coulomb term and \(2\eta c_{k-2}\) from the energy term. Hence

\[
k(k+1)c_k=-2\kappa c_{k-1}-2\eta c_{k-2},\qquad c_{-1}=0. \tag{2}
\]

Set \(c_0=1\) for the moment. For \(k=1\), \(2c_1=-2\kappa\), so \(c_1=-\kappa\). This is the Kato cusp condition: the slope makes the kinetic term cancel the divergence of the Coulomb term. For \(k=2\),

\[
6c_2=-2\kappa(-\kappa)-2\eta=2(\kappa^2-\eta),
\qquad c_2=\frac{\kappa^2-\eta}{3}.
\]

For \(k=3\),

\[
12c_3=-\frac{2\kappa}{3}(\kappa^2-\eta)+2\eta\kappa
=-\frac{2\kappa^3}{3}+\frac{8\kappa\eta}{3},
\]

and division by 12 gives \(c_3=-\kappa(\kappa^2-4\eta)/18\). Therefore

\[
\frac{\psi(r)}{\psi(0)}=1-\kappa r+\frac{\kappa^2-\eta}{3}r^2-\frac{\kappa(\kappa^2-4\eta)}{18}r^3+O(r^4). \tag{3}
\]

In atomic units \(r\) is measured in \(a_0\) and \(E\) in hartree, \(\hbar^2/(ma_0^2)\). Then \(\kappa\) becomes \(Z\), \(\eta\) becomes \(E\), and the first three terms read \(1-Zr+(Z^2-E)r^2/3\).

For convergence, fix any radius \(R\) and let \(M_k=|c_k|R^k\). Equation (2) gives

\[
M_k\le\frac{2\kappa R+2|\eta|R^2}{k(k+1)}\max(M_{k-1},M_{k-2}).
\]

Once \(k\) is large enough, the prefactor is below \(1/2\), and the larger of two successive \(M_k\) falls by at least a factor of two in every two steps. The series thus converges for every \(r\). Nothing here required \(E\) to be an eigenvalue. Quantization comes from the condition at large \(r\), which the expansion at the nucleus does not know.

Two limits confirm the signs. For the 1s state, \(\eta=-\kappa^2/2\) gives \(c_2=\kappa^2/2\) and \(c_3=-\kappa^3/6\), as in \(e^{-\kappa r}\). Without a nucleus, \(\kappa=0\) leaves \(1-\eta r^2/3\) with no cubic term, which is the start of \(\sin(pr)/(pr)\) with \(p^2=2\eta\).

## (c) Removing the energy

**Problem.** Both \(c_2\) and \(c_3\) depend on \(E\). Find a relation between them that does not.

**Solution.** Restore a general \(c_0\), which multiplies every coefficient in (3). The second-order result gives \(\eta c_0=\kappa^2c_0-3c_2\). Substitution into the third-order result yields

\[
\begin{aligned}
c_3&=-\frac{\kappa}{18}\left[\kappa^2c_0-4(\kappa^2c_0-3c_2)\right]\\
&=-\frac{\kappa}{18}\left(12c_2-3\kappa^2c_0\right),
\end{aligned}
\]

or

\[
c_3=-\frac{2\kappa}{3}c_2+\frac{\kappa^3}{6}c_0. \tag{4}
\]

This is the Rassolov-Chipman relation for an s state. Since \(c_2=\psi''(0)/2\) and \(c_3=\psi'''(0)/6\), multiplication by 6 gives its derivative form,

\[
\psi'''(0)=-2\kappa\psi''(0)+\kappa^3\psi(0).
\]

The energy has not become irrelevant to the shape: it still fixes \(c_2\). Once the curvature is known, however, the third-order coefficient follows from the nuclear charge.

## (d) Why the energy can drop out

**Problem.** Explain relation (4) without solving for \(E\). Does the first cusp condition alone imply it?

**Solution.** Let \(f=\sum_kc_kr^k\) be any function with such a series. The Hamiltonian \(H\) acts on it as

\[
\begin{aligned}
Hf=-\frac{\hbar^2}{2m}\Big[&\frac{2c_1+2\kappa c_0}{r}+(6c_2+2\kappa c_1)\\
&+(12c_3+2\kappa c_2)r+\cdots\Big].
\end{aligned}
\]

Finiteness at the nucleus requires \(c_1=-\kappa c_0\). If \(f\) is an energy eigenfunction, \(Hf\) is a multiple of \(f\) and must have the same cusp: its linear coefficient is \(-\kappa\) times its constant coefficient. The common prefactor cancels, and

\[
12c_3+2\kappa c_2=-\kappa(6c_2-2\kappa^2c_0).
\]

Solving for \(c_3\) reproduces (4). The value of the multiple never enters.

To measure a violation, define \(D=c_3+2\kappa c_2/3-\kappa^3c_0/6\). With the first cusp condition satisfied, the series for \(Hf\) gives

\[
(Hf)'(0)+\kappa(Hf)(0)=-\frac{6\hbar^2}{m}D .
\]

For \(c_0\ne0\), the left side divided by \(c_0\) is the slope of the local energy \(Hf/f\) at the nucleus, because \(f'(0)/f(0)=-\kappa\). Kato's condition makes the local energy finite there; relation (4) makes its slope vanish.

The first condition does not imply the second. Take \(f=e^{-\kappa r}(1+\kappa^2r^2)\). Its coefficients are \(c_0=1\), \(c_1=-\kappa\), \(c_2=3\kappa^2/2\) and \(c_3=-7\kappa^3/6\). Relation (4) would demand \(c_3=-\kappa^3+\kappa^3/6=-5\kappa^3/6\). The defect is \(D=-\kappa^3/3\), so the local energy has the slope \(2\hbar^2\kappa^3/m\) at the nucleus.

## (e) Superpositions of different energies

**Problem.** Does the relation survive when several s states are superposed? What remains if the sum vanishes at the nucleus?

**Solution.** Relation (4) is linear in the coefficients, and its factors are the same for all energies. A finite sum of s solutions therefore obeys it, also with time-dependent complex amplitudes. By contrast, the formula for \(c_2\) in (3) needs a single energy.

If the amplitudes cancel at the nucleus, then \(c_0=c_1=0\) and \(c_3=-2\kappa c_2/3\). As an example, scale 1s and 2s to unity at \(r=0\) and subtract. The 2s state has \(\eta=-\kappa^2/8\), so \(c_2=3\kappa^2/8\) and \(c_3=-\kappa^3/12\). The difference has

\[
c_2=\left(\frac12-\frac38\right)\kappa^2=\frac{\kappa^2}{8},\qquad
c_3=\left(-\frac16+\frac1{12}\right)\kappa^3=-\frac{\kappa^3}{12},
\]

whose ratio is indeed \(-2\kappa/3\).

## (f) The corresponding relation for the density

**Problem.** Let \(\rho=|\psi|^2=\sum_kb_kr^k\). Find the energy-independent relation for \(b_3\), and determine what p states do to it.

**Solution.** Allow complex coefficients and write \(X=\mathrm{Re}(c_0^*c_2)\). With \(c_1=-\kappa c_0\), multiplication of the series gives

\[
\begin{aligned}
b_0&=|c_0|^2,\qquad b_1=-2\kappa b_0,\\
b_2&=2X+\kappa^2b_0,\\
b_3&=2\,\mathrm{Re}(c_0^*c_3)+2\,\mathrm{Re}(c_1^*c_2).
\end{aligned}
\]

The first part of \(b_3\) is \(-4\kappa X/3+\kappa^3b_0/3\) by (4), and the second is \(-2\kappa X\). Since \(X=(b_2-\kappa^2b_0)/2\),

\[
b_3=-\frac{10\kappa}{3}X+\frac{\kappa^3}{3}b_0
=-\frac{5\kappa}{3}b_2+\left(\frac53+\frac13\right)\kappa^3b_0,
\]

and hence

\[
b_3=-\frac{5\kappa}{3}b_2+2\kappa^3b_0. \tag{5}
\]

This is linear in the density coefficients, so it also holds for a weighted sum of s densities with different energies.

A p radial function \(R\) has the additional centrifugal term \(-2R/r^2\) in (1). Put \(R=d_1r+d_2r^2+\cdots\). The terms in \(r^{-1}\) cancel, and those in \(r^0\) give \((2+4-2)d_2+2\kappa d_1=0\), so \(d_2=-\kappa d_1/2\). The spherically averaged p density is thus proportional to

\[
R^2=d_1^2r^2(1-\kappa r+\cdots).
\]

Its own coefficients obey \(b_3^{(p)}=-\kappa b_2^{(p)}\), not (5). In a sum of s and p densities, \(b_3\) exceeds the right side of (5) by

\[
\left(-\kappa+\frac{5\kappa}{3}\right)b_2^{(p)}=\frac{2\kappa}{3}b_2^{(p)}.
\]

States of angular momentum \(l\ge2\) start as \(r^l\). Their densities start at \(r^4\) or higher and do not affect this order.

## (g) An additional potential

**Problem.** Add the potential energy \(V_0+V_1r+V_2r^2\). Which terms change relation (4)?

**Solution.** In (1), replace \(\eta\) by \(\eta-v_0-v_1r-v_2r^2\), where \(v_i=mV_i/\hbar^2\). The cusp condition for \(c_1\) is unchanged. The next two orders become

\[
\begin{aligned}
6c_2&=-2\kappa c_1-2(\eta-v_0)c_0,\\
12c_3&=-2\kappa c_2-2(\eta-v_0)c_1+2v_1c_0 .
\end{aligned}
\]

The constant \(v_0\) shifts the energy and disappears on elimination, as \(\eta\) did. The quadratic term first enters \(c_4\). The linear term remains:

\[
c_3=-\frac{2\kappa}{3}c_2+\frac{\kappa^3}{6}c_0+\frac{mV_1}{6\hbar^2}c_0. \tag{6}
\]

The electrostatic potential of a spherical charge cloud with finite density at the nucleus has no linear term: the enclosed charge starts as \(r^3\), the field as \(r\), and the potential varies as \(r^2\). Such electrostatic screening by itself leaves (4) intact. A local exchange potential proportional to \(\rho^{1/3}\) does not: the density has a cusp, \(\rho\approx\rho(0)(1-2\kappa r)\), so this potential has a linear term at the nucleus.

A numerical case shows both outcomes. Measure length in \(1/\kappa\) and energy in \(\hbar^2\kappa^2/m\), and enclose the electron by a hard wall at \(\kappa r=4\). The lowest state was computed by polynomial collocation at Chebyshev points.

- With \(0.3+0.4(\kappa r)^2\) added, \(E=0.3802\) and \(c_2=0.3066\). Relation (4) gives \(c_3=-0.2044+0.1667=-0.0377\), which is also the computed value.
- With \(0.5\,\kappa r\) added, \(c_2=0.3007\). Relation (4) would give \(-0.0338\), but the computed value is \(c_3=0.0495\). The difference, \(0.0833\), equals \(0.5/6\), as (6) requires.

The point charge is essential too. For a nucleus of finite size the potential is finite at the centre, the \(1/r\) term is absent, and the order \(k=1\) gives \(c_1=0\). The expansion (3) then fails inside the nucleus and is only approximate outside it.

## (h) Numbers for a nucleus with Z = 3

**Problem.** Evaluate the coefficients for the hydrogen-like ion with \(Z=3\). Include energies that are not bound levels, and judge the short-range expansion and the density relation.

**Solution.** The inputs are \(\kappa=56.69\ \mathrm{nm^{-1}}\), \(\kappa^2=3214\ \mathrm{nm^{-2}}\) and \(\kappa^3=1.8221\times10^5\ \mathrm{nm^{-3}}\). For 2s, \(\eta=-401.7\ \mathrm{nm^{-2}}\), and

\[
c_2=\frac{3214+401.7}{3}\ \mathrm{nm^{-2}}=1205\ \mathrm{nm^{-2}} .
\]

Relation (4) then gives, without further use of the energy,

\[
c_3=(-4.555+3.037)\times10^4\ \mathrm{nm^{-3}}=-1.518\times10^4\ \mathrm{nm^{-3}} .
\]

The coefficients below were instead obtained by numerical Taylor expansion of the regular solution \(e^{-qr}{}_1F_1(1-\kappa/q;2;2qr)\), where \(q=\sqrt{-2\eta}\) and \({}_1F_1\) is the confluent hypergeometric function.

| State | \(E\) (eV) | \(c_2\) (nm⁻²) | \(c_3\) (10⁴ nm⁻³) |
|---|---:|---:|---:|
| 1s | −122.45 | 1607 | −3.037 |
| 2s | −30.61 | 1205 | −1.518 |
| 3s | −13.61 | 1131 | −1.237 |
| free | 50.00 | 852.6 | −0.186 |
| no level | −80.00 | 1421 | −2.335 |

The third-order coefficient varies by a factor of about 16 across the table, yet \(c_3+2\kappa c_2/3\) equals \(\kappa^3/6=3.037\times10^4\ \mathrm{nm^{-3}}\) in every row. The solution at \(-80\) eV is not a bound state: at \(r=1\) nm its magnitude is about \(7\times10^{14}\) times its value at the nucleus. It obeys the relation all the same, because the relation is local.

For bound states of growing principal quantum number, \(\eta\to0\), and the coefficients tend to \(\kappa^2/3\) and \(-\kappa^3/18\). Highly excited s states therefore share one shape near the nucleus, apart from their amplitude.

At \(r=0.005\) nm, where \(\kappa r=0.283\), the 2s function has the value \(\psi/\psi(0)=0.74486\). The partial sums are:

- first order: \(0.71654\), with error \(-2.8\times10^{-2}\);
- second order: \(0.74667\), with error \(1.8\times10^{-3}\);
- third order: \(0.74477\), with error \(-8.1\times10^{-5}\).

The errors are in units of \(\psi(0)\) and refer to the nonrelativistic model with a fixed point nucleus. In the real ion Li²⁺ the neglected effects exceed the third-order error. At this radius the normalized Dirac large component differs from the Schrödinger function by about \(3\times10^{-4}\,\psi(0)\), and by more at smaller \(r\). A uniformly charged nucleus of radius about 3 fm shifts \(\psi/\psi(0)\) by about \(1\times10^{-4}\). Relativity and the finite nuclear mass move the 1s level by about \(-0.015\) eV and \(+0.010\) eV, respectively. Halving \(r\) reduces the third-order error by a factor of 15.7, close to the 16 expected from a leading \(r^4\) remainder. The recursion explains the small difference. It gives \(c_4=5\kappa^4/384\) and \(c_5=-\kappa^5/640\) for 2s, so the remainder is proportional to \(r^4(1-0.12\,\kappa r+\cdots)\). The bracket is smaller at the larger radius, which lowers the ratio.

For the density, first mix the normalized 1s and 2s densities equally and divide by the value at the nucleus, so that \(b_0=1\). Then \(b_2=6338.6\ \mathrm{nm^{-2}}\), and (5) gives

\[
b_3=(-5.989+3.644)\times10^5\ \mathrm{nm^{-3}}=-2.345\times10^5\ \mathrm{nm^{-3}},
\]

in agreement with direct expansion of the density.

Now replace 2s by a spherically averaged 2p density. Direct expansion gives \(b_2=6461.4\ \mathrm{nm^{-2}}\) and \(b_3=-2.4484\times10^5\ \mathrm{nm^{-3}}\), whereas (5) would give \(-2.4610\times10^5\ \mathrm{nm^{-3}}\). The 1s part supplies \(2\kappa^2=6427.9\ \mathrm{nm^{-2}}\) of \(b_2\), which leaves \(b_2^{(p)}=33.5\ \mathrm{nm^{-2}}\). The predicted excess \(2\kappa b_2^{(p)}/3\) is about \(1.27\times10^3\ \mathrm{nm^{-3}}\), and this accounts for the difference. It is only about 0.5% of \(b_3\), since the p density is small near the nucleus. Near agreement with (5) therefore does not show that a density is free of p character.
